# False low-frequency divergence of velocity-gauge response in a truncated band basis, part 1

(Sections cited here and not found follow in the second part.)

**Q.** Our collaborators computed the optical response of an insulator in the velocity gauge with a few bands. Below the gap their susceptibility turns negative and diverges as the frequency drops, and our sample does nothing of the kind. What is wrong?

**A.** If the Hamiltonian and the momentum are projected on the lowest $N$ bands at each fixed $k$ while the diamagnetic term keeps the full density $n$, the conductivity of an insulator comes out as

$$\sigma_N(\omega)=\frac{i\,\delta n_N}{\omega}-i\omega\,\chi_N(\omega),\qquad \delta n_N=\int\frac{dk}{2\pi}\sum_{v}\sum_{c>N}\frac{2|p_{cv}|^2}{\omega_{cv}}\;\ge 0 .$$

Here $\chi_N$ is the length-gauge susceptibility of the same $N$ bands, finite below the gap, and $\delta n_N$ is the part of the f-sum rule carried by the dropped bands. The first term is the response of $\delta n_N$ free electrons per unit length that do not exist. It adds $-\delta n_N/\omega^2$ to the susceptibility. The f-sum rule, integrated over the zone, is what makes $n$ minus the weight of the kept bands equal to this tail sum, so that the diamagnetic and static paramagnetic terms cancel when all bands are kept.

**Q.** What are the conventions, and where does $n$ enter?

**A.** I use Hartree atomic units and independent spinless electrons of charge $-1$ in one dimension; spin would double every density and response. The field-free Hamiltonian is $\hat p^2/2+V(x)$ with a local potential of period $a$. The lowest $N_v$ bands (index $v$) are filled and a gap separates them from the empty ones (index $c$). I take the bands to be nondegenerate, as they are in the model below. A sum over $k$ per unit length is $\int dk/2\pi$ over the zone of width $2\pi/a$, so $n=N_v/a$.

A uniform field enters as $H=(\hat p+A)^2/2+V$, with $1/c$ absorbed in $A$ and $E=-dA/dt$. The velocity operator is $\hat p+A$. For a free electron it changes at the rate $dA/dt=-E$, as it should for charge $-1$. On the periodic part $u$ of a Bloch function $e^{ikx}u$, the Hamiltonian acts as

$$H(k,A)=\tfrac12(\hat p+k+A)^2+V=H(k)+A\,(\hat p+k)+\tfrac12A^2 .$$

Define $p_{mn}(k)=\langle u_{mk}|\hat p+k|u_{nk}\rangle$ and $\omega_{mn}=\varepsilon_m-\varepsilon_n$. The current is charge times velocity,

$$j=-\int\frac{dk}{2\pi}\sum_v\langle \hat p+k+A\rangle_v=-nA-\int\frac{dk}{2\pi}\sum_v\langle \hat p+k\rangle_v .$$

The first term is the diamagnetic current. It involves no matrix element, so no truncation changes it. The second is the paramagnetic current. It vanishes without a field, because the Hellmann–Feynman theorem gives $p_{vv}=\varepsilon_v'(k)$ and the zone integral of the derivative of a periodic function is zero.

**Q.** How is the paramagnetic part obtained?

**A.** Take $A(t)=Ae^{-izt}+A^*e^{iz^*t}$ with $z=\omega+i\eta$ and $\eta>0$, so that the field grows from zero in the far past. Write the state that starts in band $v$ as $e^{-i\varepsilon_vt}\left(|v\rangle+\sum_m c_m|m\rangle\right)$. The term $A^2/2$ is of second order and drops out. To first order the Schrödinger equation gives

$$i\dot c_m=\omega_{mv}c_m+A(t)\,p_{mv}.$$

A trial form $\alpha e^{-izt}$ gives $z\alpha=\omega_{mv}\alpha+Ap_{mv}$, and the other term of $A(t)$ follows from $z\to-z^*$:

$$c_m=p_{mv}\left[\frac{Ae^{-izt}}{z-\omega_{mv}}+\frac{A^*e^{iz^*t}}{-z^*-\omega_{mv}}\right].$$

The change in momentum is $\sum_m(c_mp_{vm}+\text{c.c.})$. The factor $e^{-izt}$ appears in the first term of $c_m$ and in the conjugate of the second, so its coefficient is

$$A|p_{mv}|^2\left[\frac1{z-\omega_{mv}}-\frac1{z+\omega_{mv}}\right]=-A\,\frac{2\omega_{mv}|p_{mv}|^2}{\omega_{mv}^2-z^2}.$$

The term $m=v$ is zero. For two filled bands the expression is odd under $v\leftrightarrow v'$, so those terms cancel in the sum over $v$. What remains is $j=-K(z)A$ with

$$K(z)=n-\int\frac{dk}{2\pi}\sum_{v,c}\frac{2\omega_{cv}|p_{cv}|^2}{\omega_{cv}^2-z^2}.$$

Since $E=-dA/dt=izA$, the conductivity is $\sigma=j/E=iK/z$. Since $j=dP/dt=-izP$, the susceptibility is $\chi=P/E=i\sigma/z=-K/z^2$. In one dimension $P$ is a dipole per length and $\chi$ has the unit bohr$^2$. For free electrons $p_{cv}=0$, so $K=n$ and $\sigma=in/\omega$, the collisionless Drude result. The explicit $1/z$ and $1/z^2$ show the danger: an insulator has a finite static $\chi$ only if $K$ vanishes like $z^2$.

**Q.** How does one see that it does?

**A.** Separate the static value. Over the common denominator $w(w^2-z^2)$ the numerators satisfy $2w^2=2(w^2-z^2)+2z^2$, so

$$\frac{2w}{w^2-z^2}=\frac2w+\frac{2z^2}{w(w^2-z^2)},$$

and therefore

$$K(z)=K(0)-z^2\chi_L(z),\qquad K(0)=n-\int\frac{dk}{2\pi}\sum_{v,c}\frac{2|p_{cv}|^2}{\omega_{cv}},\qquad \chi_L(z)=\int\frac{dk}{2\pi}\sum_{v,c}\frac{2|p_{cv}|^2}{\omega_{cv}(\omega_{cv}^2-z^2)}.$$

The function $\chi_L$ is the length-gauge result. Differentiate $H(k)u_v=\varepsilon_vu_v$ with respect to $k$, use $\partial_kH=\hat p+k$, and project on $u_c$. Because $\langle u_c|u_v\rangle=0$, this gives $p_{cv}+\varepsilon_c\langle u_c|\partial_ku_v\rangle=\varepsilon_v\langle u_c|\partial_ku_v\rangle$. The interband dipole is then $r_{cv}=i\langle u_c|\partial_ku_v\rangle=-ip_{cv}/\omega_{cv}$, and $|p_{cv}|^2=\omega_{cv}^2|r_{cv}|^2$ turns the summand of $\chi_L$ into $2\omega_{cv}|r_{cv}|^2/(\omega_{cv}^2-z^2)$. The length gauge has the perturbation $+Ex$ and the dipole $-x$. Repeating the calculation above with $Ap\to Er$ gives $\delta\langle x\rangle=-2\omega_{cv}|r_{cv}|^2E/(\omega_{cv}^2-z^2)$, and $P=-\delta\langle x\rangle$ per length reproduces $\chi_L$. The intraband part of $x$ moves electrons along $k$, which leaves a uniformly filled band unchanged. The two gauges thus differ by $K(0)$ alone: $\chi^{VG}=\chi_L-K(0)/z^2$.

For $K(0)$, replace $A$ by a small $q$ in the expansion of $H(k,A)$: $H(k+q)=H(k)+q(\hat p+k)+q^2/2$. Second-order perturbation theory gives

$$\varepsilon_v(k+q)=\varepsilon_v+q\,p_{vv}+\frac{q^2}{2}-q^2\sum_{m\ne v}\frac{|p_{mv}|^2}{\omega_{mv}}+O(q^3),$$

and comparison with the Taylor term $q^2\varepsilon_v''/2$ yields the f-sum rule in its effective-mass form,

$$\varepsilon_v''(k)=1-\sum_{m\neq v}\frac{2|p_{mv}|^2}{\omega_{mv}} .$$

The sum must run over the complete set of bands, since otherwise the left side is not the curvature of the true band. Sum over $v$, where the filled–filled terms cancel by the same antisymmetry, and integrate over the zone. The ones add up to $N_v/a=n$, so

$$K(0)=\int\frac{dk}{2\pi}\sum_v\varepsilon_v''(k)=\frac1{2\pi}\sum_v\left[\varepsilon_v'(\pi/a)-\varepsilon_v'(-\pi/a)\right]=0 .$$

The last step needs $\sum_v\varepsilon_v$ to be smooth and periodic, which the gap above the filled bands guarantees.

**Q.** So the two currents cancel for each electron?

**A.** No. At a single $k$ the remainder is $\varepsilon_v''(k)$, the inverse effective mass, positive near the bottom of the band and negative near the top. Only the zone integral vanishes. In a metal the integral covers only occupied states and leaves a true Drude weight. A truncated calculation then adds its missing weight to that real one, and the error is harder to notice.

**Q.** What exactly does truncation do?

**A.** Every step up to the partial fractions holds with $c\le N$, while $n$ stays. Call the kept weight $n_{\rm eff}(N)=\int\frac{dk}{2\pi}\sum_{v,c\le N}2|p_{cv}|^2/\omega_{cv}$. The sum rule says that $n$ equals the same expression summed over all $c$, so $K_N(0)=n-n_{\rm eff}(N)=\delta n_N$, a sum of non-negative terms. Then $K_N=\delta n_N-z^2\chi_N$, and $\sigma_N=iK_N/z$ is the formula I began with. The extreme case is $N=N_v$: no transitions are kept, $\delta n=n$, $\chi_N=0$, and the insulator answers as a free-electron gas.

The real part shows where the weight went. With $2w/(w^2-z^2)=1/(w-z)+1/(w+z)$ and $1/(w-\omega-i\eta)\to \mathcal P\,1/(w-\omega)+i\pi\delta(w-\omega)$, the interband absorption at $\omega>0$ is $\pi\int\frac{dk}{2\pi}\sum_{v,c\le N}|p_{cv}|^2\delta(\omega-\omega_{cv})/\omega_{cv}$. Each kept line is correct, and their total area is $\pi n_{\rm eff}/2$. The false term has the real part $\delta n_N\,\eta/(\omega^2+\eta^2)\to\pi\,\delta n_N\,\delta(\omega)$, whose area on the positive side is $\pi\,\delta n_N/2$. The total is $\pi n/2$, as in the exact theory. The truncated model keeps the full spectral weight but places the part that belongs to the high bands at zero frequency. For $\eta\to0$ and $\omega>0$ the real part of $\sigma$ is therefore correct below the lowest dropped transition energy (above it the dropped lines are missing), while the dispersive part is wrong; with a finite $\eta$ the tail $\delta n_N\,\eta/(\omega^2+\eta^2)$ contaminates the real part as well.

**Q.** Is there a reason that does not rest on adding up matrix elements?

**A.** There is. A static uniform $A$ carries no electric field and cannot change anything. Let $\mathcal E(A)$ be the ground-state energy per length. Because $H(k,A)=H(k+A)$, it is $\int\frac{dk}{2\pi}\sum_v\varepsilon_v(k+A)$, and shifting the variable in the zone integral of a periodic function gives $\mathcal E(A)=\mathcal E(0)$.

The truncated matrix is $H_N(k,A)=P_N(k)H(k+A)P_N(k)$, where $P_N(k)$ projects on the lowest $N$ bands at $k$ and not at $k+A$. Its elements are $(\varepsilon_m+A^2/2)\delta_{mn}+Ap_{mn}$. The second-order expansion used above, now limited to $m\le N$, gives $\mathcal E_N''(0)=n-n_{\rm eff}(N)=\delta n_N$. By the min–max principle each eigenvalue of a Hamiltonian restricted to a subspace lies at or above the corresponding eigenvalue of the full one, so

$$\mathcal E_N(A)\ge\mathcal E(A)=\mathcal E(0)=\mathcal E_N(0).$$

The last equality holds because at $A=0$ the filled states lie inside the subspace. Thus $A=0$ is a minimum of $\mathcal E_N$, and $\delta n_N\ge0$ follows again. The electrons should turn $u_{vk}$ into $u_{v,k+A}$, and the components of that state in the dropped bands are missing. Small basis size alone is not the cause; the cause is a basis frozen at $k$ together with an untruncated $A^2/2$.

**Q.** The dropped bands are far above my photon energy. Why do they matter in one gauge and not in the other?

**A.** Compare the errors for real $\omega$ below the gap. The exact susceptibility is $\chi=-K/\omega^2$ and the truncated one is $\chi^{VG}_N=-K_N/\omega^2$; the term $n$ cancels in the difference. With $g_{cv}=2|p_{cv}|^2/[\omega_{cv}(\omega_{cv}^2-\omega^2)]\ge0$,

$$\chi-\chi_N=\int\frac{dk}{2\pi}\sum_{v,c>N}g_{cv},\qquad \chi-\chi_N^{VG}=\frac{K_N-K}{\omega^2}=\int\frac{dk}{2\pi}\sum_{v,c>N}g_{cv}\,\frac{\omega_{cv}^2}{\omega^2}.$$

The ratio of the errors is a weighted mean of $(\omega_{cv}/\omega)^2$ over the dropped transitions, so it is at least $(\omega_{\rm tail}/\omega)^2$, with $\omega_{\rm tail}$ the lowest dropped transition energy. A distant band enters the length gauge with weight $|p|^2/\omega_{cv}^3$ and the velocity gauge with weight $|p|^2/(\omega_{cv}\omega^2)$.

The frequency scale of the damage comes from $\chi_N^{VG}=\chi_N-\delta n_N/\omega^2=0$. Using the static $\chi_N(0)$ gives $\omega^*=\sqrt{\delta n_N/\chi_N(0)}$. Since $\chi_N(\omega)$ grows with $\omega$ below the gap, $\chi_N^{VG}(\omega^*)\ge0$ and the true zero lies lower, provided $\omega^*$ is itself below the gap; the two are close when $\omega^*$ is well below the gap, where $\chi_N$ is near its static value. At any $\omega$ below the gap the false term is the fraction $\delta n_N/(\omega^2\chi(\omega))=(\omega^*/\omega)^2\,\chi_N(0)/\chi(\omega)$ of $\chi$. This is about $(\omega^*/\omega)^2$ well below the gap, where $\chi(\omega)$ is close to its static value, and smaller near the gap, where $\chi(\omega)$ grows.

**Q.** Can you put numbers on it?

The false divergence has been traced to the sum-rule weight $\delta n_N$ of the dropped bands, which adds $-\delta n_N/\omega^2$ to the susceptibility when the basis is frozen at $k$ and the diamagnetic term keeps the full $n$. What remains is a numerical example, the signature in time propagation, the traps that persist even with all bands, and the remedies.
